\section*{The Coulomb shell projector from the four-dimensional addition theorem}

\section{From momentum space to a sphere}

\textbf{Q.} The addition theorem concerns harmonics on a sphere in four dimensions. An electron bound to a nucleus moves in three. Where does the sphere come from?

\textbf{A.} From the momentum-space Schrödinger equation. Take $H=p^2/2-Z/r$ with a fixed nucleus, no spin and no relativity, in Hartree atomic units. For a bound state write $E=-k^2/2$, $k>0$, and
\[
\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\,d^3r .
\]
The transform of $1/r$ is $4\pi/q^2$, so the potential acts as a convolution. With $D=p^2+k^2$, $D'=p'^2+k^2$,
\begin{equation}
D\,\phi(\mathbf p)=\frac{Z}{\pi^2}\int\frac{\phi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p'. \label{mom}
\end{equation}
Map each momentum to the four-vector $w=(2k\mathbf p,\;k^2-p^2)/D$. It has unit length because $4k^2p^2+(k^2-p^2)^2=D^2$. If $\omega$ is the angle between $w$ and $w'$, then
\begin{equation}
1-\cos\omega=\frac{DD'-4k^2\mathbf p\cdot\mathbf p'-(k^2-p^2)(k^2-p'^2)}{DD'}
=\frac{2k^2|\mathbf p-\mathbf p'|^2}{DD'}. \label{chord}
\end{equation}
Hence $|w-w'|^2=2(1-\cos\omega)=4k^2|\mathbf p-\mathbf p'|^2/(DD')$. For neighbouring points all lengths are scaled by $2k/D$, so the surface element is $d\Omega=(2k/D)^3d^3p$. Now put $\phi=4k^{5/2}Y(w)/D^2$ in (\ref{mom}). The right side becomes
\[
\frac{Z}{\pi^2}\int\frac{4k^{5/2}Y(w')}{D'^2}\,\frac{4k^2}{DD'|w-w'|^2}\,\frac{D'^3}{8k^3}\,d\Omega' .
\]
All powers of $D'$ cancel. Dividing by $4k^{5/2}/D$ leaves
\begin{equation}
Y(w)=\frac{Z}{2\pi^2k}\int\frac{Y(w')}{|w-w'|^2}\,d\Omega' . \label{fock}
\end{equation}
This equation is unchanged by every rotation of the unit sphere in four-dimensional space.

\section{The sum over harmonics}

\textbf{Q.} What is the addition theorem, and what fixes its constant?

\textbf{A.} Consider homogeneous harmonic polynomials of degree $n-1$ in four variables. The Laplacian maps degree $n-1$ onto degree $n-3$: in the inner product $\langle f,g\rangle=\bar f(\partial)g$ it is the adjoint of multiplication by $|w|^2$, which is injective. The dimension of its kernel is therefore
\[
\binom{n+2}{3}-\binom n3=\frac{n[(n^2+3n+2)-(n^2-3n+2)]}{6}=n^2 .
\]
Let $Y_a$ be an orthonormal basis on the sphere and $K_n(w,w')=\sum_aY_a(w)Y_a^*(w')$. A rotation changes the basis by a unitary matrix and leaves $K_n$ unchanged, so $K_n=f(\omega)$. Harmonicity of $|w|^{n-1}Y$ gives the sphere Laplacian the eigenvalue $-(n-1)(n+1)$, so
\[
f''+2\cot\omega\,f'+(n^2-1)f=0 .
\]
With $f=g/\sin\omega$ this is $g''+n^2g=0$. Regularity at $\omega=0$ requires $g\propto\sin n\omega$. Write $S_n=\sin n\omega/\sin\omega$, which tends to $n$ at $\omega=0$. The trace $\int K_n(w,w)\,d\Omega$ is $n^2$ and the sphere has area $2\pi^2$, so
\begin{equation}
K_n(w,w')=\frac{n}{2\pi^2}\,\frac{\sin n\omega}{\sin\omega}. \label{add}
\end{equation}
The form $n\sin n\omega/\sin\omega$ belongs to harmonics normalized with total measure one.

\textbf{Q.} You have not shown that these harmonics solve (\ref{fock}).

\textbf{A.} Taking the imaginary part of $\sum_m t^{m-1}e^{im\omega}=e^{i\omega}/(1-te^{i\omega})$ and dividing by $\sin\omega$ gives
\begin{equation}
\sum_{m\ge1}t^{m-1}S_m=\frac1{1-2t\cos\omega+t^2},\qquad 0<t<1. \label{gen}
\end{equation}
By (\ref{add}), $S_m=(2\pi^2/m)K_m$, and $K_m$ projects on degree $m-1$. The kernel (\ref{gen}) thus multiplies a harmonic of degree $n-1$ by $2\pi^2t^{n-1}/n$. As $t\to1$ it tends to $1/|w-w'|^2$. For $t\ge\frac12$ it is bounded by $2/|w-w'|^2$, which is integrable, so the limit may be taken inside. The eigenvalue is $2\pi^2/n$, and (\ref{fock}) demands $k=Z/n$. Since the harmonics of all degrees are complete on the sphere, shell $n$ consists of the $n^2$ harmonics of degree $n-1$.

\section{The projector in momentum space}

\textbf{Q.} Orthonormality on the sphere uses $d\Omega$, not $d^3p$. Are the $\phi_a$ orthonormal as well?

\textbf{A.} Yes, by parity. Since $d^3p=(D/2k)^3d\Omega$ and $2k^2/D=1+w_4$,
\[
\int\phi_a^*\phi_b\,d^3p=\int\frac{16k^5}{D^4}\frac{D^3}{8k^3}Y_a^*Y_b\,d\Omega
=\int(1+w_4)Y_a^*Y_b\,d\Omega=\delta_{ab}.
\]
Both harmonics have parity $(-1)^{n-1}$, so their product is even under $w\to-w$, and the term with $w_4$ vanishes. Summing $\phi_a(\mathbf p)\phi_a^*(\mathbf p')$ with (\ref{add}) gives
\begin{equation}
P_n(\mathbf p,\mathbf p')=\frac{8nk^5}{\pi^2D^2D'^2}\,\frac{\sin n\omega}{\sin\omega},\qquad k=\frac Zn. \label{pmom}
\end{equation}
The weights $D^{-2}D'^{-2}$ show that the projector is not a function of $\omega$ alone. On the diagonal, $P_n(\mathbf p,\mathbf p)=8n^2k^5/(\pi^2D^4)$: the momentum density averaged over a shell has no nodes, and $n$ enters it through $k$ alone.

\textbf{Q.} Show me one value that can be compared with the states themselves.

\textbf{A.} Take $Z=1$, $n=3$, $k=1/3$, $\mathbf p=(0.4,0,0)$ and $\mathbf p'=(0.1,0.2,0)$ in bohr$^{-1}$. Then $D=0.271111$ and $D'=0.161111$ bohr$^{-2}$, and $|\mathbf p-\mathbf p'|^2=0.13$ bohr$^{-2}$. Equation (\ref{chord}) gives
\[
\cos\omega=1-\frac{2(0.111111)(0.13)}{(0.271111)(0.161111)}=0.3386,
\]
so $S_3=4\cos^2\omega-1=-0.5414$. Equation (\ref{pmom}) yields $-2.8396$ bohr$^3$. Transforming the radial functions and adding $l=0,1,2$ gives
\[
0.64564-1.16819-2.31706\approx-2.8396\ \text{bohr}^3 .
\]
An off-diagonal element is an amplitude and may be negative. The tests also confirm $P_n^2=P_n$ and $P_nP_m=0$ for different shells up to $n=4$, at one momentum pair.

\section{Back to position space}

\textbf{Q.} A double Fourier transform of (\ref{pmom}) has six integrations and high powers of $D$ and $D'$. How can it close?

\textbf{A.} First remove one power of each. The Schrödinger equation says that $D\phi$ is the transform of $2Z\psi/r$. Applied to both arguments, with $Z=nk$, it gives
\begin{equation}
\iint\frac{d^3r\,d^3r'}{rr'}e^{-i\mathbf p\cdot\mathbf r+i\mathbf p'\cdot\mathbf r'}P_n(\mathbf r,\mathbf r')
=\frac{(2\pi)^3}{4n^2k^2}DD'P_n(\mathbf p,\mathbf p')
=\frac{16\pi k^3}{n}\frac{S_n}{DD'}. \label{target}
\end{equation}
Now keep $k$ fixed and seek a position function whose transform is the generating function (\ref{gen}) divided by $DD'$. A Gaussian integral supplies it.

\textbf{Q.} Hydrogenic functions decay as $e^{-kr}$, not as Gaussians.

\textbf{A.} The exponential becomes a Gaussian in two complex variables, and the polynomial factors will come from the expansion in $t$. Let $z$ be a two-component spinor with $\mathbf r=z^\dagger\boldsymbol\sigma z$; then $r=z^\dagger z$ and $zz^\dagger=\frac12(r+\mathbf r\cdot\boldsymbol\sigma)$. For two spinors,
\begin{equation}
|z^\dagger z'|^2=\mathrm{tr}(zz^\dagger z'z'^\dagger)=\tfrac12(rr'+\mathbf r\cdot\mathbf r'). \label{spin}
\end{equation}
The phase of $z$ does not affect $\mathbf r$. After averaging over it, $d^4z$ becomes a rotation-invariant measure of degree two in $r$, hence $C\,d^3r/r$. Comparing $\int e^{-z^\dagger z}d^4z=\pi^2$ with $C\int e^{-r}d^3r/r=4\pi C$ gives $C=\pi/4$.

With $0<t<1$, choose
\[
a=k\frac{1+t}{1-t},\qquad b=\frac{2k\sqrt t}{1-t},\qquad a^2-b^2=k^2,
\]
and integrate over both spinors the exponential of
\[
-z^\dagger(a+i\mathbf p\cdot\boldsymbol\sigma)z-z'^\dagger(a-i\mathbf p'\cdot\boldsymbol\sigma)z'+b(z^\dagger z'+z'^\dagger z).
\]
The integral converges because $a>b$. It equals $\pi^4/\Delta$, where $\Delta$ is the determinant of the $4\times4$ matrix of the form. The off-diagonal blocks are multiples of the unit matrix, so
\[
\Delta=\det[(a+i\mathbf p\cdot\boldsymbol\sigma)(a-i\mathbf p'\cdot\boldsymbol\sigma)-b^2]=\det(c+i\mathbf v\cdot\boldsymbol\sigma)=c^2+v^2,
\]
with $c=k^2+\mathbf p\cdot\mathbf p'$ and $\mathbf v=a(\mathbf p-\mathbf p')+\mathbf p\times\mathbf p'$. The two parts of $\mathbf v$ are perpendicular, and $|\mathbf p\times\mathbf p'|^2=p^2p'^2-(\mathbf p\cdot\mathbf p')^2$. Using $a^2=k^2+b^2$ and then (\ref{chord}),
\begin{align}
\Delta&=k^4+2k^2\mathbf p\cdot\mathbf p'+p^2p'^2+(k^2+b^2)|\mathbf p-\mathbf p'|^2\nonumber\\
&=DD'+b^2|\mathbf p-\mathbf p'|^2
=DD'\,\frac{1-2t\cos\omega+t^2}{(1-t)^2}. \label{det}
\end{align}
Apart from the factor $DD'/(1-t)^2$, this is the denominator of (\ref{gen}).

\textbf{Q.} And what is the integrand in terms of $\mathbf r$ and $\mathbf r'$?

\textbf{A.} The phase average of the coupling term is
\[
\frac1{2\pi}\int_0^{2\pi}e^{2b|z^\dagger z'|\cos\gamma}d\gamma=I_0(2b|z^\dagger z'|).
\]
Let $s=|\mathbf r-\mathbf r'|$ and
\[
\xi=\tfrac12(r+r'+s),\qquad \eta=\tfrac12(r+r'-s).
\]
Then $\xi\eta=\frac14[(r+r')^2-s^2]=\frac12(rr'+\mathbf r\cdot\mathbf r')$, which is (\ref{spin}). Dividing $\pi^4/\Delta$ by $(\pi/4)^2$,
\begin{equation}
\iint\frac{d^3r\,d^3r'}{rr'}e^{-i\mathbf p\cdot\mathbf r+i\mathbf p'\cdot\mathbf r'}e^{-a(r+r')}I_0(2b\sqrt{\xi\eta})
=\frac{16\pi^2}{\Delta}. \label{gauss}
\end{equation}
Direct quadrature of the left side at $t=0.1$, $k=1$ bohr$^{-1}$ and one momentum pair gives $62.2925$ bohr$^4$, as does the right side. Divide (\ref{gauss}) by $(1-t)^2$, take the coefficient of $t^{n-1}$ and compare with (\ref{target}). Uniqueness of the Fourier transform gives
\begin{equation}
P_n(\mathbf r,\mathbf r')=\frac{k^3}{\pi n}\,[t^{n-1}]\,\frac{e^{-a(r+r')}I_0(2b\sqrt{\xi\eta})}{(1-t)^2}. \label{coef}
\end{equation}
At fixed $k$, the coefficient of $t^{m-1}$ refers to shell $m$ of a nucleus of charge $mk$. One coefficient is used here, with $k=Z/n$.

\section{Extracting the coefficient}

\textbf{Q.} A coefficient of a Bessel function is not yet a closed form.

\textbf{A.} Put $x=2k\xi$ and $y=2k\eta$. Then $a(r+r')=\frac12(x+y)+(x+y)t/(1-t)$ and $2b\sqrt{\xi\eta}=2\sqrt{txy}/(1-t)$. The Hardy--Hille formula is
\begin{equation}
\sum_{m\ge0}t^mL_m(x)L_m(y)=\frac{e^{-(x+y)t/(1-t)}}{1-t}\,I_0\!\left(\frac{2\sqrt{txy}}{1-t}\right). \label{hh}
\end{equation}
To prove it, take Laplace transforms in $x$ and $y$ with large variables $\alpha,\beta$. From $L_m(x)=\sum_j\binom mj(-x)^j/j!$ the transform of $L_m$ is $(\alpha-1)^m/\alpha^{m+1}$. The left side becomes a geometric series with sum $1/[\alpha\beta-t(\alpha-1)(\beta-1)]$. On the right let $q=t/(1-t)$ and $h=t/(1-t)^2$, and use $I_0(2\sqrt{hxy})=\sum_jh^jx^jy^j/j!^2$. The transform is $1/\{(1-t)[(\alpha+q)(\beta+q)-h]\}$. Since $q^2-h=-q$, its denominator is
\[
(1-t)\alpha\beta+t(\alpha+\beta)-t=\alpha\beta-t(\alpha-1)(\beta-1),
\]
the same. In (\ref{coef}) one factor $1/(1-t)=\sum_jt^j$ remains, and it accumulates the coefficients up to $n-1$:
\begin{equation}
P_n(\mathbf r,\mathbf r')=\frac{k^3}{\pi n}e^{-k(r+r')}\sum_{m=0}^{n-1}L_m(x)L_m(y). \label{sum}
\end{equation}
For $n=1$ this is $(k^3/\pi)e^{-kr}e^{-kr'}$, the product of two ground-state functions.

\textbf{Q.} The sum still grows with $n$. Can it be done?

\textbf{A.} Yes. At $y=0$, (\ref{hh}) reads $G=\sum_mt^mL_m(x)=e^{-xt/(1-t)}/(1-t)$. From $(1-t)^2\partial_tG=(1-t-x)G$ follows
\[
(m+1)L_{m+1}=(2m+1-x)L_m-mL_{m-1}.
\]
Let $W_m=L_{m-1}(x)L_m(y)-L_m(x)L_{m-1}(y)$. Inserting the recurrence for $L_{m+1}$ at both arguments gives $(m+1)W_{m+1}-mW_m=(x-y)L_m(x)L_m(y)$. Summing from $m=0$ to $n-1$ leaves $nW_n$ on the left. Since $x-y=2ks$,
\begin{equation}
P_n(\mathbf r,\mathbf r')=\frac{k^2e^{-k(r+r')}}{2\pi s}\bigl[L_{n-1}(x)L_n(y)-L_n(x)L_{n-1}(y)\bigr]. \label{pair}
\end{equation}

\textbf{Q.} Do these polynomials have a physical meaning?

\textbf{A.} Put $\mathbf r'=0$. States with $l>0$ vanish there, so the projector is $R_{n0}(r)R_{n0}(0)/4\pi$. Now $\xi=s=r$, $\eta=0$ and $L_m(0)=1$. With $u_n=rR_{n0}$, (\ref{pair}) gives
\[
u_n(r)R_{n0}(0)=2k^2e^{-kr}[L_{n-1}(2kr)-L_n(2kr)].
\]
Near the origin the bracket is $2kr$, so $R_{n0}(0)^2=4k^3$ and
\[
u_n=\sqrt k\,e^{-kr}(L_{n-1}-L_n).
\]
From $(1-t)\partial_xG=-tG$ one has $L_n'-L_{n-1}'=-L_{n-1}$, hence
\[
u_n'=\sqrt k\,e^{-kr}[-k(L_{n-1}-L_n)+2kL_{n-1}]=k^{3/2}e^{-kr}(L_{n-1}+L_n).
\]
In $u_n(\xi)u_n'(\eta)-u_n'(\xi)u_n(\eta)$ the products with equal indices cancel and the mixed ones double, so (\ref{pair}) becomes
\begin{equation}
P_n(\mathbf r,\mathbf r')=\frac{u_n(\xi)u_n'(\eta)-u_n'(\xi)u_n(\eta)}{4\pi|\mathbf r-\mathbf r'|}. \label{final}
\end{equation}
The s function alone determines the projector on all $n^2$ states.

\textbf{Q.} It seems to diverge when the points meet.

\textbf{A.} The numerator vanishes too. With $\xi,\eta=\bar r\pm s/2$, where $\bar r=(r+r')/2$, it is $s(u_n'^2-u_nu_n'')$ to first order. The limit is the shell density
\[
\rho_n(r)=\frac{u_n'^2-u_nu_n''}{4\pi},\qquad u_n''=\Bigl(k^2-\frac{2Z}r\Bigr)u_n .
\]
Its integral over space is $n^2$, which was tested up to $n=6$.

\section{Three pairs of points}

\textbf{Q.} I doubt that the angle between $\mathbf r$ and $\mathbf r'$ can enter through $s$ alone, when each $l$ carries its own Legendre polynomial.

\textbf{A.} Keep $Z=1$, $n=3$ and take three pairs with $r+r'=7$ and $s=5$ bohr. Then $\xi=6$, $\eta=1$ bohr, $x=4$ and $y=2/3$. The Laguerre sum is
\[
(1)(1)+(-3)(0.3333)+(1)(-0.1111)=-0.1111 ,
\]
and with $e^{-7/3}=0.09697$, (\ref{sum}) gives
\[
P_3=\frac{(1/3)^3}{3\pi}(0.09697)(-0.1111)=-4.234\times10^{-5}\ \text{bohr}^{-3},
\]
or $-0.2857$ nm$^{-3}$. The explicit sums, in $10^{-5}$ bohr$^{-3}$, are:
\begin{center}
\begin{tabular}{ccrrrr}
$r,r'$ (bohr) & $\cos\theta$ & $l=0$ & $l=1$ & $l=2$ & total\\
4, 3 & 0.0 & 18.348 & 0.000 & $-22.582$ & $-4.234$\\
5, 2 & 0.2 & 2.039 & 7.527 & $-13.800$ & $-4.234$\\
6, 1 & 1.0 & $-15.525$ & 0.000 & 11.291 & $-4.234$
\end{tabular}
\end{center}
All three parts change size, and those with $l=0$ and $l=2$ also change sign, while the total stays fixed. The two zeros have different causes. In the first row $\cos\theta=0$. In the last, $r=6$ bohr is the node of the 3p function: $R_{31}\propto re^{-r/3}(1+cr)$ solves the radial equation if $4c+2/3=0$, so $c=-1/6$.

\textbf{Q.} When does the result fail?

\textbf{A.} When part of the shell is missing: the table shows that no single $l$ has this property. It also fails as a statement about an energy level once a non-Coulomb potential splits the different $l$, since the derivation needs one $k$ for all $n^2$ states and the kernel $1/|\mathbf p-\mathbf p'|^2$. With spin, and still no relativity, $P_n$ is multiplied by the unit matrix in spin space. The numerical output lists the intermediate values of both worked examples and the largest deviations found for the addition theorem and for the projector in momentum and position space.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge Z = 1 e, shell n = 3
k = Z/n = 0.333333 bohr^-1
shell energy = -0.055556 hartree
harmonic dimensions, n=1..5 = [1, 4, 9, 16, 25]
momentum traces, n=1..4 = 1.00000000 4.00000000 9.00000000 16.00000000
p  = [0.4 0.  0. ] bohr^-1
p' = [0.1 0.2 0. ] bohr^-1
D  = 0.271111 bohr^-2
D' = 0.161111 bohr^-2
|p-p'|^2 = 0.130000 bohr^-2
cos(omega) = 0.338609
omega = 1.225358 rad
sin(n omega)/sin(omega) = -0.541375
P_n(p,p'), closed form = -2.839603 bohr^3
P_n(p,p'), sum of states = -2.839603 bohr^3
  momentum part l=0: 0.645645 bohr^3
  momentum part l=1: -1.168185 bohr^3
  momentum part l=2: -2.317062 bohr^3
r+r' = 7.0 bohr, separation s = 5.0 bohr
xi = 6.0 bohr, eta = 1.0 bohr
x = 4.000000, y = 0.666667
L_0(x) = 1.000000, L_0(y) = 1.000000
L_1(x) = -3.000000, L_1(y) = 0.333333
L_2(x) = 1.000000, L_2(y) = -0.111111
L_3(x) = 2.333333, L_3(y) = -0.382716
Laguerre sum = -0.111111
exp(-k(r+r')) = 0.096972
u(xi) = -0.104181 bohr^-1/2, u'(xi) = 0.086818 bohr^-3/2
u(eta) = 0.112360 bohr^-1/2, u'(eta) = -0.068097 bohr^-3/2
pair r=4, r'=3 bohr: cos(angle) = 0.000
  l=0,1,2 parts = 18.34809 0.00000 -22.58227 1e-5 bohr^-3
  sum of states = -4.23418 1e-5 bohr^-3
pair r=5, r'=2 bohr: cos(angle) = 0.200
  l=0,1,2 parts = 2.03868 7.52742 -13.80027 1e-5 bohr^-3
  sum of states = -4.23418 1e-5 bohr^-3
pair r=6, r'=1 bohr: cos(angle) = 1.000
  l=0,1,2 parts = -15.52531 0.00000 11.29113 1e-5 bohr^-3
  sum of states = -4.23418 1e-5 bohr^-3
P_n(r,r'), closed form = -4.23418 1e-5 bohr^-3
P_n(r,r'), closed form = -0.285736 nm^-3
Fourier integral, t=0.1, k=1 bohr^-1: 62.29251167 bohr^4
Gaussian formula, same case: 62.29251167 bohr^4
largest addition-theorem error = 4.0e-16
largest scaled momentum error = 3.5e-14
largest scaled position error = 2.4e-14
\end{verbatim}
